# The generalized Brillouin theorem and the orbital gradient of multiconfigurational SCF: test program

```python
"""
Result under test: for a real state |0> and the rotated state exp(-K)|0>,
K = sum_{p>q} kappa_pq (E_pq - E_qp), the orbital gradient at kappa = 0 is
    dE/dkappa_pq = 2 (F_pq - F_qp) = -2 <0| H (E_pq - E_qp) |0>,
    F_pq = sum_r D_pr h_qr + sum_rst d_prst g_qrst.
E_pq: spin-summed excitation operator; D, d: one- and two-particle density
matrices, D_pq = <E_pq>, d_pqrs = <E_pq E_rs - delta_qr E_ps>;
h, g: one-electron integrals and two-electron integrals (pq|rs).
Stationary orbitals therefore have a symmetric F (generalized Brillouin).
The example is LiH, STO-3G, CAS(2,2). Energies are in hartree.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import expm
from pyscf import gto, scf, mcscf, fci


def excitation_operators(n, n_alpha, n_beta):
    """Matrices of E_pq in the determinant basis, and the spin strings."""
    def one_spin(k):
        strings = list(combinations(range(n), k))
        position = {s: i for i, s in enumerate(strings)}
        ops = np.zeros((n, n, len(strings), len(strings)))
        for col, s in enumerate(strings):
            for q in s:
                for p in range(n):
                    if p != q and p in s:
                        continue
                    new = tuple(sorted((set(s) - {q}) | {p}))
                    between = sum(min(p, q) < o < max(p, q) for o in s)
                    ops[p, q, position[new], col] = (-1) ** between
        return strings, ops
    sa, oa = one_spin(n_alpha)
    sb, ob = one_spin(n_beta)
    dim = len(sa) * len(sb)
    E = np.zeros((n, n, dim, dim))
    for p in range(n):
        for q in range(n):
            E[p, q] = (np.kron(oa[p, q], np.eye(len(sb)))
                       + np.kron(np.eye(len(sa)), ob[p, q]))
    return E, sa, sb


def integrals(C):
    h = C.T @ hcore @ C
    g = np.einsum('abcd,ap,bq,cr,ds->pqrs', eri, C, C, C, C, optimize=True)
    return h, g


def apply_h(E, h, g, c):
    """Electronic Hamiltonian acting on a CI vector."""
    v = E @ c
    h_eff = h - 0.5 * np.einsum('pqqs->ps', g)
    w = np.tensordot(g, v, axes=([2, 3], [0, 1]))
    two = (E @ w[..., None])[..., 0].sum(axis=(0, 1))
    return np.tensordot(h_eff, v, axes=([0, 1], [0, 1])) + 0.5 * two


def energy(E, C, c):
    h, g = integrals(C)
    return c @ apply_h(E, h, g, c)


def gradient_by_differences(E, C, c, step=0.005):
    """Four-point derivative of the energy with explicitly rotated orbitals."""
    n = C.shape[1]
    grad = np.zeros((n, n))
    for p in range(n):
        for q in range(p):
            e = {}
            for m in (-2, -1, 1, 2):
                kappa = np.zeros((n, n))
                kappa[p, q], kappa[q, p] = m * step, -m * step
                e[m] = energy(E, C @ expm(-kappa), c)
            grad[p, q] = (8 * (e[1] - e[-1]) - (e[2] - e[-2])) / (12 * step)
            grad[q, p] = -grad[p, q]
    return grad


def fock_and_density(E, C, c):
    h, g = integrals(C)
    v = E @ c
    D = v @ c
    d = np.einsum('qpi,rsi->pqrs', v, v)
    d -= np.einsum('qr,ps->pqrs', np.eye(len(D)), D)
    F = D @ h.T + np.einsum('mqrs,nqrs->mn', d, g, optimize=True)
    return F, D


def brillouin_gradient(E, C, c):
    """-2 <0|H (E_pq - E_qp)|0> from the action of H on the state."""
    h, g = integrals(C)
    coupling = (E @ c) @ apply_h(E, h, g, c)
    return -2 * (coupling - coupling.T)


def determinant(sa, sb, occ_a, occ_b):
    c = np.zeros(len(sa) * len(sb))
    c[sa.index(occ_a) * len(sb) + sb.index(occ_b)] = 1.0
    return c


def small_ci(C, basis):
    """Lowest state in the space spanned by the given determinants."""
    h, g = integrals(C)
    B = np.array(basis)
    HB = np.array([apply_h(E22, h, g, b) for b in B])
    values, vectors = np.linalg.eigh(B @ HB.T)
    x = vectors[:, 0] * np.sign(vectors[0, 0])
    return values[0], x, x @ B


def show_matrix(title, M):
    print(title)
    for row in M:
        print('  ' + ' '.join(f'{round(x, 6) + 0.0:11.6f}' for x in row))


# Molecule and RHF orbitals; sigma orbitals first, then the pi pair
distance = 4.0
mol = gto.M(atom=[['Li', (0, 0, 0)], ['H', (0, 0, distance)]],
            unit='Bohr', basis='sto-3g', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-13
mf.conv_tol_grad = 1e-8
mf.kernel()
hcore, eri, e_nuc = mf.get_hcore(), mol.intor('int2e'), mol.energy_nuc()
pi_ao = [i for i, lab in enumerate(mol.ao_labels())
         if '2px' in lab or '2py' in lab]
pi_weight = (mf.mo_coeff[pi_ao] ** 2).sum(axis=0)
order = ([i for i in range(6) if pi_weight[i] < 0.5]
         + [i for i in range(6) if pi_weight[i] >= 0.5])
C0 = mf.mo_coeff[:, order]
n = C0.shape[1]
E22, sa, sb = excitation_operators(n, 2, 2)
rng = np.random.default_rng(7)

# The determinant Hamiltonian reproduces an independent full-CI energy
h0, g0 = integrals(C0)
H_full = np.array([apply_h(E22, h0, g0, e) for e in np.eye(E22.shape[2])])
full_solver = fci.FCI(mf)
full_solver.conv_tol = 1e-12
e_fci = full_solver.kernel()[0]
assert abs(np.linalg.eigvalsh(H_full)[0] + e_nuc - e_fci) < 1e-7

# Random real state in the full space: every pair has a gradient
c_random = rng.normal(size=E22.shape[2])
c_random /= np.linalg.norm(c_random)
F_random, _ = fock_and_density(E22, C0, c_random)
fd_random = gradient_by_differences(E22, C0, c_random)
error_random = abs(fd_random - 2 * (F_random - F_random.T)).max()
assert error_random < 1e-7
assert abs(fd_random - brillouin_gradient(E22, C0, c_random)).max() < 1e-7

# Finite many-electron rotation equals a rotation of the orbitals
A = 0.2 * rng.normal(size=(n, n))
kappa = A - A.T
K = np.tensordot(kappa, E22, axes=([0, 1], [0, 1])) / 1.0
rotated = expm(-K) @ c_random
error_rotation = abs(rotated @ H_full @ rotated
                     - energy(E22, C0 @ expm(-kappa), c_random))
assert error_rotation < 1e-9

# CAS(2,2) state in RHF orbitals
pairs_active = [(1, 1), (1, 2), (2, 1), (2, 2)]
cas_basis = [determinant(sa, sb, (0, t), (0, u)) for t, u in pairs_active]
e_cas, x_cas, c_cas = small_ci(C0, cas_basis)
assert abs(x_cas[1] - x_cas[2]) < 1e-7
F, D = fock_and_density(E22, C0, c_cas)
G = 2 * (F - F.T)
G_fd = gradient_by_differences(E22, C0, c_cas)
assert abs(G - G_fd).max() < 1e-7
assert abs(G).max() > 1e-4
assert abs(G_fd[2, 1]) < 1e-7
assert abs(F[3:]).max() < 1e-10
assert abs(0.5 * (np.sum(D * h0) + np.trace(F)) - e_cas) < 1e-9

# Inactive row of F from inactive and active Fock matrices
f_inactive = h0 + 2 * g0[:, :, 0, 0] - g0[:, 0, 0, :]
Da = D[1:3, 1:3]
f_active = (np.einsum('pqvw,vw->pq', g0[:, :, 1:3, 1:3], Da)
            - 0.5 * np.einsum('pwvq,vw->pq', g0[:, 1:3, 1:3, :], Da))
assert abs(F[0] - 2 * (f_inactive + f_active)[:, 0]).max() < 1e-9

# Two closed-shell configurations only: the active rotation is not redundant
e_two, x_two, c_two = small_ci(C0, [cas_basis[0], cas_basis[3]])
F_two, _ = fock_and_density(E22, C0, c_two)
g_two = 2 * (F_two - F_two.T)[2, 1]
g_two_fd = gradient_by_differences(E22, C0, c_two)[2, 1]
assert abs(g_two - g_two_fd) < 1e-7 and abs(g_two) > 1e-4

# Closed-shell determinant, in RHF orbitals and in deliberately mixed ones
c_closed = determinant(sa, sb, (0, 1), (0, 1))
F_hf, _ = fock_and_density(E22, C0, c_closed)
g_hf = abs(2 * (F_hf - F_hf.T)).max()
assert g_hf < 1e-6
C_mixed = C0 @ expm(-kappa)
hm, gm = integrals(C_mixed)
f_closed = (hm + 2 * np.einsum('pqii->pq', gm[:, :, :2, :2])
            - np.einsum('piiq->pq', gm[:, :2, :2, :]))
fd_closed = gradient_by_differences(E22, C_mixed, c_closed)
assert abs(fd_closed[2:, :2] + 4 * f_closed[2:, :2]).max() < 1e-7

# High-spin triplet determinant: closed 0, open 1 and 2, virtual 3 to 5
E31, ta, tb = excitation_operators(n, 3, 1)
c_triplet = determinant(ta, tb, (0, 1, 2), (0,))
fd_triplet = gradient_by_differences(E31, C0, c_triplet)
P_a, P_b = np.diag([1., 1, 1, 0, 0, 0]), np.diag([1., 0, 0, 0, 0, 0])
J = np.einsum('pqrs,rs->pq', g0, P_a + P_b)
f_a = h0 + J - np.einsum('prsq,rs->pq', g0, P_a)
f_b = h0 + J - np.einsum('prsq,rs->pq', g0, P_b)
assert abs(fd_triplet[1:3, 0] + 2 * f_b[1:3, 0]).max() < 1e-7
assert abs(fd_triplet[3:, 1:3] + 2 * f_a[3:, 1:3]).max() < 1e-7
assert abs(fd_triplet[3:, 0] + 2 * (f_a + f_b)[3:, 0]).max() < 1e-7

# Orbitals converged by an independent CASSCF optimizer
mc = mcscf.CASSCF(mf, 2, 2)
mc.verbose = 0
mc.canonicalization = False
mc.conv_tol = 1e-11
mc.conv_tol_grad = 1e-6
mc.max_cycle_macro = 100
mc.kernel(C0)
C1 = mc.mo_coeff
assert (C1[pi_ao][:, :4] ** 2).sum() < 1e-6
e_opt, x_opt, c_opt = small_ci(C1, cas_basis)
assert abs(e_opt + e_nuc - mc.e_tot) < 1e-8
assert e_opt < e_cas
F_opt, D_opt = fock_and_density(E22, C1, c_opt)
g_opt = abs(2 * (F_opt - F_opt.T)).max()
assert g_opt < 1e-5

# Contributions of separate configurations to <0|H E_aq|0>, a = 4 sigma
h1, g1 = integrals(C1)
Hc = apply_h(E22, h1, g1, c_opt)
parts = {}
for q in (0, 1, 2):
    t = [x * (Hc @ (E22[3, q] @ b)) for x, b in zip(x_opt, cas_basis)]
    parts[q] = np.array([t[0], t[1] + t[2], t[3]])
    assert abs(parts[q].sum()) < 1e-5
assert max(abs(p).max() for p in parts.values()) > 1e-4

names = ['1sigma', '2sigma', '3sigma', '4sigma']
print(f'LiH distance: {distance:.1f} bohr; basis STO-3G, {n} orbitals')
print(f'RHF total energy: {mf.e_tot:.8f} hartree')
print(f'CAS(2,2) energy, RHF orbitals: {e_cas + e_nuc:.8f} hartree')
print(f'CASSCF(2,2) energy: {e_opt + e_nuc:.8f} hartree')
print(f'Full-CI energy, same basis: {e_fci:.8f} hartree')
print(f'Orbital relaxation energy: {e_opt - e_cas:.8f} hartree')
print('CI coefficients: 2sig^2, 2sig(a)3sig(b), 3sig(a)2sig(b), 3sig^2')
print('  RHF orbitals:    ' + ' '.join(f'{x:9.6f}' for x in x_cas))
print('  CASSCF orbitals: ' + ' '.join(f'{x:9.6f}' for x in x_opt))
show_matrix('Active D (2sigma, 3sigma), RHF orbitals:', D[1:3, 1:3])
show_matrix('F, sigma block, RHF orbitals (hartree):', F[:4, :4])
print('Gradient, RHF orbitals (hartree): 2(F_pq-F_qp), differences')
for p in range(4):
    for q in range(p):
        print(f'  p={names[p]} q={names[q]}: {round(G[p, q], 7) + 0.0:11.7f}'
              f' {round(G_fd[p, q], 7) + 0.0:11.7f}')
show_matrix('F, sigma block, CASSCF orbitals (hartree):', F_opt[:4, :4])
print(f'Largest gradient, CASSCF orbitals: {g_opt:.1e} hartree')
print('Parts of <0|H E_aq|0>, a=4sigma, CASSCF orbitals (hartree)')
print('  from 2sig^2, open-shell pair, 3sig^2; then their sum')
for q in (0, 1, 2):
    print(f'  q={names[q]}: ' + ' '.join(f'{round(x, 6) + 0.0:10.6f}'
          for x in parts[q]) + f'  sum {parts[q].sum():.1e}')
print(f'Two-configuration state, 3sigma-2sigma: {g_two:.7f} hartree')
print(f'  same by energy differences: {g_two_fd:.7f} hartree')
print(f'RHF determinant, largest gradient: {g_hf:.1e} hartree')
print('Triplet determinant, RHF orbitals (hartree): formula, differences')
print(f'  2sigma-1sigma: {-2 * f_b[1, 0]:.7f} {fd_triplet[1, 0]:.7f}')
print(f'  4sigma-2sigma: {-2 * f_a[3, 1]:.7f} {fd_triplet[3, 1]:.7f}')
print(f'  4sigma-1sigma: {-2 * (f_a + f_b)[3, 0]:.7f}'
      f' {fd_triplet[3, 0]:.7f}')
print(f'Random state, largest gradient: {abs(fd_random).max():.6f} hartree')
print(f'Random state, largest formula error: {error_random:.1e} hartree')
print(f'Finite rotation, energy mismatch: {error_rotation:.1e} hartree')
print('success')
```

Running it gives:

```
LiH distance: 4.0 bohr; basis STO-3G, 6 orbitals
RHF total energy: -7.81784042 hartree
CAS(2,2) energy, RHF orbitals: -7.81868877 hartree
CASSCF(2,2) energy: -7.85125643 hartree
Full-CI energy, same basis: -7.85216622 hartree
Orbital relaxation energy: -0.03256767 hartree
CI coefficients: 2sig^2, 2sig(a)3sig(b), 3sig(a)2sig(b), 3sig^2
  RHF orbitals:     0.998742  0.020991  0.020991 -0.040412
  CASSCF orbitals:  0.968402  0.063042  0.063042 -0.232916
Active D (2sigma, 3sigma), RHF orbitals:
     1.995852    0.040232
     0.040232    0.004148
F, sigma block, RHF orbitals (hartree):
    -4.726189    0.000062    0.000424    0.000516
     0.000123   -0.486057   -0.004373   -0.004765
     0.000304   -0.004373   -0.001970    0.004026
     0.000000    0.000000    0.000000    0.000000
Gradient, RHF orbitals (hartree): 2(F_pq-F_qp), differences
  p=2sigma q=1sigma:   0.0001207   0.0001207
  p=3sigma q=1sigma:  -0.0002400  -0.0002400
  p=3sigma q=2sigma:   0.0000000   0.0000000
  p=4sigma q=1sigma:  -0.0010315  -0.0010315
  p=4sigma q=2sigma:   0.0095294   0.0095294
  p=4sigma q=3sigma:  -0.0080519  -0.0080519
F, sigma block, CASSCF orbitals (hartree):
    -4.722463    0.019969    0.002518    0.000000
     0.019969   -0.532173    0.034030    0.000000
     0.002518    0.034030   -0.059010    0.000000
     0.000000    0.000000    0.000000    0.000000
Largest gradient, CASSCF orbitals: 7.6e-07 hartree
Parts of <0|H E_aq|0>, a=4sigma, CASSCF orbitals (hartree)
  from 2sig^2, open-shell pair, 3sig^2; then their sum
  q=1sigma:  -0.000403  -0.000227   0.000630  sum -3.6e-09
  q=2sigma:   0.000000   0.000000   0.000000  sum -3.8e-07
  q=3sigma:   0.000000   0.000000   0.000000  sum -7.4e-08
Two-configuration state, 3sigma-2sigma: 0.0106875 hartree
  same by energy differences: 0.0106875 hartree
RHF determinant, largest gradient: 5.4e-10 hartree
Triplet determinant, RHF orbitals (hartree): formula, differences
  2sigma-1sigma: 0.0178415 0.0178415
  4sigma-2sigma: 0.2883829 0.2883829
  4sigma-1sigma: -0.0720533 -0.0720533
Random state, largest gradient: 0.508814 hartree
Random state, largest formula error: 4.9e-10 hartree
Finite rotation, energy mismatch: 2.7e-15 hartree
success
```
